Filling of an Empty Grain Boundary from Two Semi-Infinite Grains

## 1. The filling law from the concentration field in the grains

### A boundary that takes everything

Consider first a single grain that occupies x > 0 and contains a solute at uniform concentration c₀. From time t = 0 its surface at x = 0 is held at zero concentration, as if everything that arrived there were taken away. The solute moves by diffusion with a constant diffusivity D, so its concentration C(x,t) obeys

∂C/∂t = D ∂²C/∂x².

The problem contains no fixed length. The one length that can be built from D and t is √(Dt), and C must be proportional to c₀ because the equation is linear. We therefore try

C = c₀ f(η), η = x/(2√(Dt)).

At fixed x, η varies as t^(−1/2), so ∂η/∂t = −η/(2t). At fixed t, ∂η/∂x = 1/(2√(Dt)). The two sides of the diffusion equation become

∂C/∂t = −c₀ η f′/(2t),

D ∂²C/∂x² = D c₀ f″/(4Dt) = c₀ f″/(4t).

Equating them gives f″ = −2η f′, and hence f′ = B exp(−η²) with a constant B. The surface condition is f(0) = 0, and far from the surface f must tend to 1. Since the integral of exp(−η²) from 0 to ∞ is √π/2, B = 2/√π. The solution is the error function,

f(η) = erf(η) = (2/√π) ∫₀^η exp(−v²) dv.

Fick's law gives the flux in the +x direction as −D ∂C/∂x. The flux towards the surface, in the −x direction, is therefore +D ∂C/∂x at x = 0:

D c₀ f′(0)/(2√(Dt)) = c₀ √(D/(πt)).

Now let two such grains face each other across a thin boundary layer of width d. If the layer starts empty and receives both fluxes, its concentration C_b grows as

d · dC_b/dt = 2c₀ √(D/(πt)).

The integral of t^(−1/2) is 2t^(1/2), so

C_b = (4c₀/d) √(Dt/π).

This is square-root-of-time uptake. It slows because the solute has to come from ever deeper in the grains: the depleted layer has a thickness of order √(Dt), and the gradient across it falls as 1/√(Dt).

The formula grows without limit, so it cannot hold for ever. As the boundary fills, it no longer holds the edge of the grain at zero. The full law follows from letting the edge concentration rise with the content of the boundary.

### The model with a finite capacity

The boundary is flat and has a fixed width d. The grains on both sides are identical, semi-infinite and initially uniform at c₀. Four further assumptions complete the model.

- The solute spreads across the width of the boundary quickly compared with the time of filling, so one number C_b(t) describes its content.
- The boundary is in local equilibrium with the grain next to it.
- The segregation ratio α = C_b(t)/C(0,t) is constant. This is the dilute limit, in which most boundary sites are free and solute atoms do not affect one another.
- Nothing flows along the boundary, because every point of it is in the same state.

C and C_b are amounts per volume. Atomic fractions may replace them if the boundary and the grains have the same number of sites per volume.

By symmetry it is enough to follow the grain at x > 0, where x is measured from the edge of the boundary. The solute balance of the boundary, with equal fluxes from the two sides, is

d · dC_b/dt = 2D ∂C/∂x at x = 0.

Put C_b = αC(0,t), and divide by αd:

∂C/∂t = hD ∂C/∂x at x = 0, with h = 2/(αd).

The length 1/h = αd/2 has a simple meaning. It is the thickness of grain that stores as much solute as half the boundary does when the two are in equilibrium. A boundary half a nanometre wide with α = 1000 stores as much as 500 nm of grain.

The initial conditions are C = c₀ for x > 0 and C(0,0) = 0. The second expresses the empty boundary. The jump at the edge is real in the model, and diffusion smooths it at once.

### Solution by Laplace transform

It is convenient to work with the relative deficit

w(x,t) = 1 − C(x,t)/c₀.

It obeys the same diffusion equation and the same edge condition, since both contain derivatives of C alone. It starts at w = 0 in the grain and at w = 1 at the edge.

Define the transform ŵ(x,p) = ∫₀^∞ exp(−pt) w(x,t) dt, with p > 0. Integration by parts shows that the transform of ∂w/∂t is pŵ minus the initial value of w. In the grain that value is zero, so

pŵ = D ∂²ŵ/∂x².

The solutions are exp(qx) and exp(−qx) with q = √(p/D). The growing one is excluded because the deficit must vanish far from the boundary. Hence ŵ = A exp(−qx). At the edge the initial value is 1, and the edge condition becomes

pA − 1 = hD · (−qA).

Thus A = 1/(p + hDq). Since p = Dq², this is A = 1/[Dq(q + h)], and

ŵ = exp(−qx)/[Dq(q + h)].

The factor q + h can be removed by a derivative. Because ∂ŵ/∂x = −qŵ,

∂ŵ/∂x − hŵ = −(q + h)ŵ = −exp(−qx)/(Dq).

The right-hand side is the transform of a known function. Let

K(x,t) = exp(−x²/(4Dt))/√(πDt).

Differentiation gives

∂K/∂x = −xK/(2Dt),

D ∂²K/∂x² = K [x²/(4Dt²) − 1/(2t)] = ∂K/∂t.

So K obeys the diffusion equation. For x > 0 it tends to zero as t → 0, and its transform must again be a multiple of exp(−qx). The multiple is found at x = 0 with the substitution t = y²:

∫₀^∞ exp(−pt)/√(πDt) dt = (2/√(πD)) ∫₀^∞ exp(−py²) dy = 1/√(Dp) = 1/(Dq).

The transform of K is therefore exp(−qx)/(Dq), and the deficit satisfies

∂w/∂x − hw = −K.

At fixed t this is a first-order equation in x. Multiplication by exp(−hx) turns the left side into the derivative of exp(−hx)w. Integration from x to ∞, where w vanishes, gives

w = exp(hx) ∫ₓ^∞ exp(−hx′) K(x′,t) dx′.

To evaluate the integral, complete the square in the exponent:

x′²/(4Dt) + hx′ = [x′/(2√(Dt)) + h√(Dt)]² − h²Dt.

Call the square bracket v, so that dx′ = 2√(Dt) dv. The prefactor 1/√(πDt) of K turns into 2/√π, and

w(x,t) = exp(hx + h²Dt) erfc(z), z = x/(2√(Dt)) + h√(Dt),

where erfc(z) = 1 − erf(z) = (2/√π) ∫_z^∞ exp(−v²) dv.

### The filling law

At x = 0 the argument z reduces to s = h√(Dt). Define

E(s) = exp(s²) erfc(s).

Since C_b/(αc₀) = C(0,t)/c₀ = 1 − w(0,t), the filled fraction F is

C_b/(αc₀) = F(s) = 1 − E(s),

s = 2√(Dt)/(αd) = √(t/τ), τ = α²d²/(4D).

This is McLean's law. The product of the exponential and the complementary error function is the unfilled fraction, and the filling law is one minus that product. At t = τ the diffusion length √(Dt) equals αd/2, the thickness of grain that matches half the boundary in capacity.

### Direct verification and uniqueness

The transform was used to find w. That w solves the problem can be shown by substitution, without relying on the inversion. From the definition of z,

z² = x²/(4Dt) + hx + h²Dt,

so exp(hx + h²Dt) exp(−z²) = exp(−x²/(4Dt)) = √(πDt) K. The derivative of erfc(z) is −(2/√π) exp(−z²) times that of z. Therefore

∂w/∂x = hw − 2√(Dt) K · 1/(2√(Dt)) = hw − K,

∂w/∂t = h²Dw − 2√(Dt) K ∂z/∂t.

With ∂z/∂t = −x/(4√D t^(3/2)) + h√D/(2√t), the second line is

∂w/∂t = h²Dw + xK/(2t) − hDK.

Differentiating the first line once more in x gives

D ∂²w/∂x² = D[h(hw − K) + xK/(2Dt)] = h²Dw − hDK + xK/(2t).

The two agree, so the diffusion equation holds. At x = 0 the time derivative is hD(hw − K) = hD ∂w/∂x, which is the edge condition.

For the initial condition, substitute v = z + y in the integral for erfc(z):

E(z) = (2/√π) ∫₀^∞ exp(−y² − 2zy) dy.

For z ≥ 0 this lies between 0 and 1. Since w = exp(−x²/(4Dt)) E(z), w tends to zero for every x > 0 as t → 0. At the edge w → E(0) = 1, as required.

No second solution exists among those whose difference v from the first vanishes far away fast enough for the following integrals to exist. Multiply the diffusion equation for v by v and integrate by parts:

d/dt ∫₀^∞ ½v² dx = −D v ∂v/∂x |ₓ₌₀ − D ∫₀^∞ (∂v/∂x)² dx.

By the edge condition, D ∂v/∂x at x = 0 is (1/h) ∂v/∂t, so the first term on the right is the time derivative of −v(0,t)²/(2h). Moving it to the left gives

d/dt [∫₀^∞ ½v² dx + v(0,t)²/(2h)] = −D ∫₀^∞ (∂v/∂x)² dx ≤ 0.

The bracket is a sum of squares. It starts at zero and cannot grow, so v = 0.

### Early and late behaviour

Differentiation of E gives E′ = 2sE − 2/√π, and therefore

F′ = 2/√π − 2sE.

Because 0 ≤ E ≤ 1, F′ lies between 2/√π − 2s and 2/√π. Integration from s = 0, where F = 0, yields

2s/√π − s² ≤ F ≤ 2s/√π.

For s ≪ 1 both bounds reduce to F ≈ 2s/√π, and

C_b ≈ αc₀ · (2/√π) · 2√(Dt)/(αd) = (4c₀/d) √(Dt/π).

The result of the perfect sink is recovered, and α has cancelled. A nearly empty boundary holds the edge of the grain near zero whatever its final capacity may be. The shortfall of F below the square-root law, relative to that law, is at most √π s/2.

For the late stage, use 1 − y² ≤ exp(−y²) ≤ 1 in the integral for E(s). The integrals of exp(−2sy) and y² exp(−2sy) over y > 0 are 1/(2s) and 1/(4s³). Hence

[1 − 1/(2s²)]/(√π s) ≤ E ≤ 1/(√π s).

The unfilled fraction therefore falls as t^(−1/2), far more slowly than an exponential approach. The driving deficit at the edge is then small, while the depleted layer that must supply the rest keeps getting thicker.

### A boundary that does not start empty

Suppose the boundary holds C_b0 at t = 0. The edge of the grain then starts at C_b0/α. Since the equations are linear, the deficit is the previous one multiplied by a constant:

c₀ − C = (c₀ − C_b0/α) w.

At the edge, multiplication by α gives

αc₀ − C_b = (αc₀ − C_b0) E(s).

The function E describes the decay of any initial departure from equilibrium, including that of an overfilled boundary which empties into the grains.

## 2. The filling law from the history of the edge, and an example

### Symbols and results carried over

The boundary has width d and concentration C_b(t). The grains start at c₀ and have diffusivity D, and C(0,t) is the concentration at their edge. The segregation ratio is α = C_b/C(0,t). The first derivation gave

C_b/(αc₀) = F(s) = 1 − E(s), E(s) = exp(s²) erfc(s), s = √(t/τ), τ = α²d²/(4D).

For s ≪ 1 this becomes C_b = (4c₀/d)√(Dt/π). That is also the uptake of a boundary which holds the edges of both grains at zero, when each grain supplies the flux c₀√(D/(πt)).

The second derivation does not solve for the concentration inside the grains. It uses the response of a grain to a sudden change at its edge, and builds the filling from many such changes.

### Uptake for any history of the edge

Integrating the sink flux over time shows that a grain whose edge is held at zero gives up 2c₀√(Dt/π) per unit area by time t. If the edge is held at another value, a deficit Δ below c₀, linearity replaces c₀ by Δ, and the amount given up is 2Δ√(Dt/π).

Now let the deficit vary in time as Δ(t) = c₀ − C(0,t). Its history is a first step of height Δ(0) at t = 0, followed by small steps Δ′(t′) dt′ at later times t′. A step made at t′ has acted for a time t − t′. By superposition, the amount M(t) given up by one grain is

M = 2√(D/π) [Δ(0)√t + ∫₀^t √(t − t′) Δ′(t′) dt′].

Integrate by parts. The derivative of √(t − t′) with respect to t′ is −1/(2√(t − t′)), so

∫₀^t √(t − t′) Δ′ dt′ = −√t Δ(0) + ½ ∫₀^t Δ(t′)/√(t − t′) dt′.

The terms in Δ(0) cancel, and

M = √(D/π) ∫₀^t Δ(t′)/√(t − t′) dt′.

An initially empty boundary contains what the two grains have given up:

d · C_b(t) = 2√(D/π) ∫₀^t [c₀ − C(0,t′)]/√(t − t′) dt′.

So far nothing has been said about how C_b and C(0,t) are related. One consequence follows at once. An edge concentration cannot be negative, so the square bracket is at most c₀. The integral of 1/√(t − t′) from 0 to t is 2√t, and therefore

C_b ≤ (4c₀/d) √(Dt/π).

Within the stated diffusion model, no initially empty boundary can hold more than this at time t, however strongly it attracts the solute.

### Closing the equation with a constant ratio

Now put C(0,t) = C_b/α. Let u = t/τ, and let g(u) = 1 − C_b/(αc₀) be the unfilled fraction. Then c₀ − C(0,t) = c₀g and C_b = αc₀(1 − g). Changing the variable of integration to u′ = t′/τ brings out a factor √τ:

αd c₀ (1 − g) = 2c₀ √(Dτ/π) ∫₀^u g(u′)/√(u − u′) du′.

From the definition of τ, √(Dτ) = αd/2, and all the constants cancel except π:

1 − g = Jg, where Jg(u) = (1/√π) ∫₀^u g(u′)/√(u − u′) du′.

The operation J has a useful property: applied twice, it is ordinary integration. To see this, write J(Jg) as a double integral and exchange the order, so that the integral over the intermediate time u′ is done first:

J(Jg) = (1/π) ∫₀^u g(u″) { ∫_{u″}^u du′/√[(u − u′)(u′ − u″)] } du″.

In the inner integral put u′ = u″ + (u − u″) sin²θ, with θ running from 0 to π/2. The square root is (u − u″) sinθ cosθ, and du′ = 2(u − u″) sinθ cosθ dθ. The integrand is then 2 dθ, and the inner integral is π for every u″. Hence

J(Jg) = ∫₀^u g(u″) du″.

Apply J to both sides of g = 1 − Jg. Since J1 = 2√(u/π),

Jg = 2√(u/π) − ∫₀^u g du′.

Substitute this back into g = 1 − Jg:

g = 1 − 2√(u/π) + ∫₀^u g du′.

The integral equation has become one that can be differentiated:

g′ = g − 1/√(πu), g(0) = 1.

Multiply by exp(−u). The left side and the term in g combine into the derivative of exp(−u)g, and

exp(−u) g − 1 = −∫₀^u exp(−u′)/√(πu′) du′.

With u′ = y² the integral is (2/√π) ∫₀^√u exp(−y²) dy = erf(√u). Therefore

g = exp(u) [1 − erf(√u)] = exp(u) erfc(√u) = E(√u).

This is the unfilled fraction found before.

Applying J could have admitted a function that solves the later equation and not the first. To exclude this, let r = g − 1 + Jg be the error left in the first equation. Then

r − Jr = g − 1 + J1 − J(Jg) = 0,

where the last step is the equation that g was found to satisfy. So r = Jr. Applying J once more gives r = J(Jr) = ∫₀^u r du′. This means r′ = r with r(0) = 0, so r = 0.

### What each derivation assumes

Both derivations take the grains to be semi-infinite, uniform at the start and alike, with a constant D. Both take the boundary to be mixed across its width and in equilibrium with the grain edge. They differ in where the constant ratio α enters.

In the first derivation α enters at the start, through the edge condition. That condition has to be linear with constant coefficients for the transform to turn it into algebra. In return, the method gives the concentration everywhere in the grain.

In the second derivation the grain is treated completely before α appears. The relation between C_b and the history of C(0,t) rests on linear diffusion in the grain and on no property of the boundary except that it stores what it receives. The constant ratio is needed to close the equation and solve it in this form. The concentration inside the grain is not obtained on the way.

The second route therefore shows what survives when α is not constant. If the boundary has a limited number of sites, and concentrations are atomic fractions, the dilute relation is replaced by

C_b/(1 − C_b) = α C(0,t).

The integral relation for C_b remains valid, but the closed equation is nonlinear and has to be solved numerically. Its early stage is unchanged. While C_b is much smaller than both 1 and αc₀, the edge concentration is close to C_b/α and hence much smaller than c₀, and the sink law follows.

For parallel flat boundaries, both derivations fail when the depleted layers of neighbouring boundaries meet, which happens once √(Dt) is comparable with half the grain size. In equiaxed grains, curvature and grain edges cause a smaller departure earlier; its size is given in the example below. Neither describes solute that enters a boundary from a free surface and travels along it, because the state of the boundary then varies along its length.

### Phosphorus in ferritic iron

Phosphorus segregating to the boundaries of ferritic iron serves as the example. The inputs are round and roughly typical: a temperature of 800 K, a width d = 0.5 nm, c₀ = 0.005 at.%, and a segregation energy of 0.5 eV with α = exp(0.5 eV/kT). The diffusivity has a prefactor of 1 cm²/s, or 10¹⁴ nm²/s, and an activation energy of 2.3 eV.

With kT = 0.06894 eV,

α = exp(0.5/0.06894) = 1412,

D = 10¹⁴ × exp(−2.3/0.06894) = 0.324 nm²/s,

αd = 706 nm,

τ = 706²/(4 × 0.3241) = 3.8 × 10⁵ s, or 107 h.

The final content is αc₀ = 1412 × 0.005 at.% = 7.06 at.%. After 100 h, s = √(100/106.83) = 0.9675 and F = 0.5634, so C_b = 0.5634 × 7.06 = 3.98 at.%. The same calculation at other times, beside the square-root law, gives:

- 1 h: 0.71 at.%, square-root law 0.77 at.%
- 10 h: 1.90 at.%, square-root law 2.44 at.%
- 100 h: 3.98 at.%, square-root law 7.71 at.%
- 1000 h: 5.82 at.%, square-root law 24.4 at.%

At 100 h the square-root law already exceeds the final content. Solving F(s) numerically for the time shows that the square-root law is 10% above the full law at 1.3 h, or 0.012τ. Half filling takes 63 h and 90% filling about 3300 h. The ratio of about fifty between the last two times reflects the slow t^(−1/2) tail.

### The size of what the model leaves out

**Saturation.** The integral equation with limited sites was stepped through time, with the edge deficit taken as linear within each step. It gives 3.90 at.% at 100 h and 5.56 at.% at 1000 h. The final value is αc₀/(1 + αc₀) = 0.0706/1.0706, or 6.59 at.%.

**Initial content.** Suppose the metal was first held at 1100 K until its boundaries reached equilibrium, and then cooled too fast for further uptake. With the same segregation energy, the boundaries start at 0.98 at.%. The law for a partly filled boundary then gives 4.40 at.% after 100 h at 800 K, in place of 3.98 at.%. The 0.5 eV in α is a free energy, and keeping it fixed ignores the segregation entropy. If it is 0.5 eV at 800 K but includes an entropy of 21.5 J/(mol K), taken here as an illustration, the start is 1.98 at.% and the content after 100 h is 4.84 at.%. Cooling without any uptake is an idealisation. With the same inputs, steady cooling from 1100 K brings the boundaries to about 1.2 at.% on reaching 800 K at 100 K/s, and to 1.9 at.% at 1 K/s.

**Carbon.** Dissolved carbon competes for the same sites. Let K_P = αc₀, and let K_C be the carbon fraction in the grain times its own segregation ratio. In equilibrium the fractions of phosphorus, carbon and free sites are in the proportion K_P : K_C : 1, so

C_b = K_P/(1 + K_P + K_C).

With a rough carbon segregation energy of 0.8 eV, one atomic ppm of carbon left dissolved in the grains lowers the final phosphorus content from 6.59 to 5.98 at.%, and ten atomic ppm lower it to 3.26 at.%. The total carbon content must be higher, because the boundaries hold carbon too. For equiaxed grains with a mean intercept of 20 µm, the carbon in the boundaries amounts to about 5 and 25 atomic ppm of the whole metal in the two cases, so the totals are about 6 and 35 atomic ppm.

**Finite grains.** For slab grains of thickness L = 20 µm, conservation gives c₀L = c(L + αd), where c is the final grain concentration. The final filling is then 0.966 of αc₀. For equiaxed grains with mean intercept L, a straight line crosses 1/L boundaries per unit length. Randomly oriented area is crossed at half its density per volume, because the mean of |cosθ| over directions is ½. The boundary area per volume is therefore 2/L, and the final filling is 1/(1 + 2αd/L) = 0.934. For slabs this loss belongs to the final state: at 1000 h the diffusion length is 1.08 µm, still well below the half-thickness of 10 µm, and the content is unchanged at 5.82 at.%. Equiaxed grains feel part of the loss much earlier, because a curved or edged grain has less material behind each unit of boundary than a slab. For spherical grains with the same mean intercept (radius 15 µm) the content is 3.93 at.% at 100 h and 5.70 at.% at 1000 h. For cubes of side 30 µm, with the content evened out along the boundary, it is 3.92 and 5.68 at.%. A quarter to a third of the final loss is thus already present at 1000 h.

**Mixing across the boundary.** If the solute crosses the boundary at least as fast as it moves in the grain, mixing takes at most about d²/(4D) = 0.19 s, which is negligible here.

**Uncertain inputs.** Since τ is proportional to α²/D, it varies as exp[(2 × 0.5 + 2.3) eV/kT]. This form takes the segregation energy as independent of temperature. At 790 K τ is then 1.83 times its value at 800 K; with the illustrative entropy above the factor is 1.72. A segregation energy larger by 0.05 eV multiplies it by exp(0.1/0.06894), or 4.3. The early uptake does not share this second sensitivity, because α is absent from it.

### The model beside real steels

Segregation of phosphorus to grain boundaries is a cause of temper embrittlement in ferritic steels, which develops roughly between 650 and 850 K. The temperature and times of the example lie in that regime, and its bulk phosphorus content is that of a clean material. Steels contain several solutes, so they break the assumption of a single one. For the numbers used here, ten atomic ppm of carbon left dissolved in the grains halve the final phosphorus content, a larger change than saturation or finite grain size makes. Such low levels require that most carbon be absent or bound in stable alloy carbides. Ferrite in equilibrium with cementite near 800 K holds of order 100 atomic ppm of dissolved carbon, for which the same formula gives about 0.6 at.% phosphorus. Interaction between phosphorus atoms, the spread of site energies within a boundary and the effect of other alloying elements are also left out, and their size is not estimated here.

At a low enough temperature even long service falls in the early stage. At 600 K the same inputs give D = 4.8 × 10⁻⁶ nm²/s, α ≈ 15 800 and τ ≈ 9 × 10⁸ h. An initially empty boundary would hold 0.93 at.% after 10⁵ h. A boundary cooled from 1100 K as estimated above would already hold more than this at the start. The dilute formula for the final content fails at this temperature, since αc₀ = 0.79 is not small, but the estimate after 10⁵ h does not depend on it: the boundary is still nearly empty, and its uptake is set by c₀, d and D. That uptake varies as √D, and D here comes from a single Arrhenius law carried from 1100 K, above the Curie point of iron, down to 600 K, so the figure is only as good as that extrapolation.
